Effective Diffusivity for a Grain Boundary Between Unequal Grains

To extract the transport product w D_b of a grain boundary from a measured penetration depth, or to predict the depth from that product, with a formula for a symmetric boundary, one must enter a single grain diffusivity. If the two grains drain the boundary at different rates, a choice has to be made: the arithmetic mean, the geometric mean, or something else. When atoms enter the grains by leakage from the boundary alone, the two grain edges carry equal concentrations, and the grains are deep compared with the diffusion distance, the correct entry is the square of the mean square root.

**Setting and assumptions**

A flat slab of width w and diffusivity D_b separates grains 1 and 2. Depth y is measured from the surface along the slab, and x is the distance into a grain from its own edge, so x ≥ 0 in both. Concentrations are per unit volume, and J_i is the flux from the slab into grain i.

(A1) At t = 0 the slab and the grains are empty. From then on the surface end of the slab is held at c0.

(A2) The grains extend to x = ∞. In grain i atoms move along x alone, with constant diffusivity D_i. The free surface does not feed the grains. Since a tilted anisotropic crystal can have an off-diagonal diffusivity coupling x and y, its absence is part of this assumption.

(A3) The concentration c_b(y,t) is uniform across the slab, and both grain edges carry that value.

(A4) The slab does not move, D_b is constant, and c_b → 0 as y → ∞.

The equations contain neither ħ nor the electron mass or charge. They therefore read the same in atomic units as in any other consistent units. The example uses nm, s, K and eV.

**Theorem.** Under A1 to A4, c_b(y,t) equals, at every depth and time, that of a symmetric boundary with the same w, D_b and c0 whose two grains both have

D_eff = [(√D1 + √D2)/2]².

The total number of atoms in the two grains at each depth is also the same. No other common diffusivity reproduces c_b.

**Lemma 1: the flux into one grain**

Write f̂(s) = ∫₀^∞ f(t) exp(−st) dt for the Laplace transform. For any history c_b(y,t),

Ĵ_i = √(D_i s) ĉ_b.

Proof. In grain i, ∂c_i/∂t = D_i ∂²c_i/∂x². The grain starts empty, so the time derivative transforms into s ĉ_i with no initial term:

s ĉ_i = D_i ∂²ĉ_i/∂x².

The solutions are exp(±x√(s/D_i)). The growing one is excluded because the grain is empty far away, and the edge value fixes the other:

ĉ_i = ĉ_b exp(−x√(s/D_i)).   (1)

The flux into the grain is −D_i ∂c_i/∂x at x = 0. Differentiating (1) gives a second minus sign, so

Ĵ_i = D_i √(s/D_i) ĉ_b = √(D_i s) ĉ_b. ∎

The square root has a simple origin. In a time t atoms spread a distance of order √(D_i t), so the amount a grain can absorb grows as √D_i, not as D_i.

**Lemma 2: the slab balance**

w ∂c_b/∂t = w D_b ∂²c_b/∂y² − J1 − J2.   (2)

Proof. Take a piece of slab between y and y + dy, of unit length in the third direction. It holds w c_b dy atoms. The current along the slab is −w D_b ∂c_b/∂y; inflow minus outflow is w D_b (∂²c_b/∂y²) dy. The two sides remove (J1 + J2) dy. Dividing by dy gives (2). ∎

**Proof of the theorem**

Transform (2), using c_b = 0 at t = 0 for y > 0, and insert Lemma 1:

w s ĉ_b = w D_b ĉ_b'' − (√D1 + √D2) √s ĉ_b,

where primes denote derivatives in y. With S = √D1 + √D2,

ĉ_b'' = [(s + S√s/w)/D_b] ĉ_b.   (3)

The surface value c0 has transform c0/s, and the solution must vanish at large y. Hence

ĉ_b = (c0/s) exp{−y √[(s + S√s/w)/D_b]}.   (4)

The grain diffusivities enter through S alone. A symmetric boundary with common diffusivity D has S = 2√D. The two transforms agree if and only if

2√D = √D1 + √D2,

which gives D = D_eff. Equal transforms belong to equal functions of time, so the two c_b coincide.

For the grain contents M_i = ∫₀^∞ c_i dx, integrate (1) over x:

M̂_i = ĉ_b √(D_i/s),  M̂1 + M̂2 = S ĉ_b/√s.   (5)

The sum again depends on S alone and is shared with the symmetric boundary. ∎

By (5) the contents divide as M1 : M2 = √D1 : √D2 at every depth and time. The profiles inside the grains are not those of the symmetric boundary: by (1) each grain keeps its own D_i. The rule thus serves data averaged over a section parallel to the surface, but not a concentration map of one grain.

A direct simulation of the original equations in space and time, without Laplace transforms, tests the theorem. In dimensionless form it took D1 = 4, D2 = 0.25, D_b = 100, w = 0.1, c0 = 1 and t = 1, so that D_eff = [(2 + 0.5)/2]² = 1.5625. At y = 2 the unequal pair and the D_eff boundary both gave c_b = 0.4173, while the arithmetic mean 2.125 gave 0.3881. Over all depths the largest difference was 2.5×10⁻⁶ for D_eff and 0.0294 for the arithmetic mean. The contents had the ratio 4.002, against √(4/0.25) = 4.

**Remark 1: why equal edge concentrations are needed**

Suppose the edge of grain i carries g_i c_b with constant g_i, as when solute segregates to the boundary. The edge value in Lemma 1 is multiplied by g_i, so Ĵ_i = g_i √(D_i s) ĉ_b and

S = g1√D1 + g2√D2.

If g1 = g2 = g, the formula for D_eff still holds, provided the symmetric boundary has the same g. If g1 and g2 differ, it does not hold in general. In the simulated case, g1 = 0.5 and g2 = 2 give S = 1 + 1 = 2 instead of 2.5, and c_b changed by up to 0.0425. The less diffusive grain can therefore be as strong a drain as the other.

**Corollary 1: depth and the choice of mean**

The slab's own storage is the term s in (3). The relevant s is of order 1/t, so storage is small beside leakage when

w/(S√t) ≪ 1.

Dropping it leaves

ĉ_b = (c0/s) exp[−y √(S/(w D_b)) s^(1/4)].

In the inversion integral put s = p/t. Then ds/s = dp/p and exp(st) = exp(p), and the variables y and t survive only in the combination y √(S/(w D_b)) t^(−1/4). A fixed fraction c_b/c0 belongs to a fixed value η of this combination. With S = 2√D_eff, its depth is

y = η √(w D_b/2) D_eff^(−1/4) t^(1/4).   (6)

Let A = (D1 + D2)/2 and G = √(D1 D2). Expanding the square,

D_eff = [D1 + D2 + 2√(D1 D2)]/4 = (A + G)/2.

Since G ≤ A, D_eff lies between the two means. Entering A overstates the leakage and gives too small a depth:

y_true/y_A = (A/D_eff)^(1/4) = [2/(1 + G/A)]^(1/4) ≤ 2^(1/4) ≈ 1.19.

Equality holds when one grain is closed, D2 = 0; then G = 0 and D_eff = D1/4. In that limit the geometric mean predicts no leakage at all, so with storage dropped its depth error has no upper bound.

If w D_b is instead inferred from a given depth and time, (6) shows that the result is proportional to √D_eff. Entering A then overstates w D_b by √(A/D_eff), at most √2.

**Corollary 2: the quasi-steady profile overestimates c_b**

A simpler profile results if each grain is treated as though its edge had held the present value of c_b since t = 0. For a constant edge value ĉ_b = c_b/s, so Ĵ_i = c_b √D_i s^(−1/2). The inverse transform of s^(−1/2) is 1/√(πt), hence J_i = c_b √(D_i/(πt)). Without slab storage, (2) becomes

c_b'' = c_b/L²,  L² = w D_b √(πt)/S,   (7)

with solution c0 exp(−y/L). Within A1 to A4 this is an upper bound on c_b.

Proof. First, c_b never decreases in time. The solution shifted by a time h starts with nonnegative concentrations instead of an empty system and has the same surface value. The difference between the shifted and unshifted solutions obeys the same linear diffusion equations with nonnegative initial data, and so stays nonnegative.

Next, write Lemma 1 as Ĵ_i = √D_i s^(−1/2) (s ĉ_b). The last factor is the transform of ∂c_b/∂t, and a product of transforms is a convolution:

J_i(t) = √(D_i/π) ∫₀^t [∂c_b/∂τ] (t − τ)^(−1/2) dτ ≥ c_b(t) √(D_i/(πt)),

because (t − τ)^(−1/2) ≥ t^(−1/2). The storage term in (2) is also nonnegative, so c_b'' ≥ c_b/L² at the given time.

Finally, let d = c_b − c0 exp(−y/L). It vanishes at y = 0 and at infinity and obeys d'' ≥ d/L². If d were positive anywhere, it would have a positive maximum, where d'' ≤ 0 < d/L², a contradiction. ∎

Physically, atoms that reached the edge recently have had little time to spread. The gradient is therefore steeper, and the leakage stronger, than the quasi-steady flux allows.

**Worked example: zinc near 350 K**

Zinc is hexagonal, so two misoriented grains can present different normal diffusivities to their common boundary. Take D1 = 0.3 nm²/s for a grain with its hexagonal axis normal to the boundary, D2 = 0.07 nm²/s for one with the axis in the boundary plane, D_b = 2×10⁴ nm²/s, w = 0.5 nm and t = 3600 s. These are rough typical sizes for tracer self-diffusion. Then

S = √0.3 + √0.07 = 0.5477 + 0.2646 = 0.8123 nm/s^(1/2),

D_eff = (0.8123/2)² = 0.165 nm²/s = 1.65×10⁻¹⁵ cm²/s.

With w D_b = 1.0×10⁴ nm³/s and √(π × 3600) = 106.3 s^(1/2), equation (7) gives

L² = 1.0×10⁴ × 106.3/0.8123 = 1.31×10⁶ nm²,  L = 1144 nm.

Numerical inversion of (4), storage included, places c_b = 0.1 c0 at 2126 nm, or about 2.1×10⁴ Å. The quasi-steady depth is L ln 10 = 2635 nm, 24 % greater than the leakage-only result, on the side required by Corollary 2.

The arithmetic mean, 0.185 nm²/s, makes the depth 2.8 % too small; the geometric mean, 0.145 nm²/s, makes it 3.3 % too large. An inferred w D_b would be too large by √(0.185/0.165) − 1, or 6 %, with the arithmetic mean. For so mild an anisotropy the quasi-steady approximation costs more than a poor choice of mean.

The storage parameter is w/(S√t) = 0.5/(0.8123 × 60) = 0.010, and dropping storage increases the depth by 0.43 %. Sixteen times the time multiplies the depth by 2.0064, not exactly 2. Expanding the root in (4) shows that the relative loss of depth to storage is proportional to w/(S√t) at leading order. It falls from about 0.43 % to a quarter of that, which accounts for the excess of 0.3 % over 2.

**Remark 2: grains of finite width**

Let each grain have half-width a, with no flux through its midplane; this describes a regular array in which neighbouring boundaries carry equal concentrations. The solution with zero slope at x = a is

ĉ_i = ĉ_b cosh[(a − x)√(s/D_i)]/cosh[a√(s/D_i)],

and its edge slope gives

Ĵ_i = √(D_i s) tanh[a√(s/D_i)] ĉ_b.

For a ≫ √(D_i t) the hyperbolic tangent tends to 1 and the theorem returns. In the opposite limit tanh z ≈ z and Ĵ_i = a s ĉ_b: the grains fill completely and act as extra storage, whatever their diffusivities. Between these limits the sum of the fluxes is not a function of S alone.

In the example √(D_i t) is 32.9 nm and 15.9 nm. Grains 1000 nm wide change the depth by less than 0.01 %, and grains 100 nm wide increase it by 0.86 %.

**Remark 3: diffusion along depth inside the grains**

Let grain i also have diffusivity D_iy along y, and let its surface be held at c0. Define U = ∫₀^∞ ĉ sin(ky) dy. Two integrations by parts turn ĉ'' into k c0/s − k²U, so in the grain

(s + D_iy k²) U_i = D_i ∂²U_i/∂x² + D_iy k c0/s.

Far from the boundary U_i tends to P_i = D_iy k c0/[s(s + D_iy k²)]. The deviation from P_i decays as in Lemma 1, with s replaced by s + D_iy k². The transformed flux is therefore

√[D_i (s + D_iy k²)] (U_b − P_i).

If D_1y = D_2y = D_y, the square roots add up to S√(s + D_y k²) and P_1 = P_2. The rule for c_b then survives, provided the grains of the symmetric boundary have the same D_y. If D_1y and D_2y differ, S no longer fixes the sum of the square roots or the surface feed, and the rule fails in general. For isotropic grains with the dimensionless values above, D_iy = D_i, c_b of the pair and of the D_eff boundary differed by up to 0.0618 among y = 1, 2 and 4.

The correction is governed by D_iy k²/s, of order D_iy t/L². In the example this is at most (32.9/1144)² ≈ 8×10⁻⁴. The depth increases by 0.03 % if grain 2 has its fast axis along y, and by 0.01 % if both grains are slow along y.

**The real boundary**

The least certain input is w D_b, which depends on boundary structure; by (6), a fourfold change doubles the depth. Temperature matters less here. With rough activation energies of 1.0 eV for the grains and 0.6 eV for the boundary, a change of 10 K shifts the depth by about 5 %. By (6) the activation energy of the depth is 0.6/2 − 1.0/4 = 0.05 eV, a small difference of rough numbers; an error of 0.1 eV in the boundary energy could double the shift or nearly cancel it, depending on its sign.

The assumption most open to doubt is a stationary boundary, since 350 K is about half the melting temperature of zinc. Let the slab advance into one grain at speed v. In the moving frame the leakage coefficients are [√(v² + 4D_i s) − v]/2 ahead and [√(v² + 4D_i s) + v]/2 behind. These follow from the decaying solutions of s ĉ = D_i ĉ_xx ± v ĉ_x after subtracting or adding the swept flux v ĉ_b. The terms in v cancel in the sum, leaving ½ Σ √(v² + 4D_i s).

At v = √(D_eff/t) = 0.0068 nm/s, about 24 nm in the hour, numerical inversion of (4), with this sum in place of S√s, lowers the depth at c_b = 0.1 c0 by 4.4 %, whichever grain the slab advances into. Dislocations, which can add fast paths inside the grains, are left out. The figures for the stationary boundary are in the numerical output below.

Values computed for the example and the checks

```
SIMULATION, dimensionless, t=1
D1, D2, D_eff, arithmetic mean: 4.0, 0.25, 1.5625, 2.125
boundary diffusivity, width: 100.0, 0.1
y=1.0: c_b pair 0.6543, D_eff 0.6543, mean 0.6322
y=2.0: c_b pair 0.4173, D_eff 0.4173, mean 0.3881
y=4.0: c_b pair 0.1582, D_eff 0.1582, mean 0.1351
Laplace formula at these y: [0.6542 0.4172 0.1581]
largest c_b gap, pair vs D_eff: 2.5e-06
largest c_b gap, pair vs arithmetic mean: 0.0294
content of grain 1 / grain 2: 4.002
largest total-content gap, pair vs D_eff: 6.6e-05
c_b change for edge ratios 0.5 and 2: 0.0425
c_b gap pair vs D_eff, depth diffusion on: 0.0618
ZINC EXAMPLE, rough inputs
temperature: 350 K; time: 3600 s
D1, D2: 0.3, 0.07 nm^2/s
boundary diffusivity: 2.0e+04 nm^2/s; width: 0.5 nm
D_eff: 0.1650 nm^2/s = 1.650e-15 cm^2/s
arithmetic mean: 0.1850 nm^2/s
geometric mean: 0.1449 nm^2/s
sqrt(D1)+sqrt(D2): 0.8123 nm/s^0.5
quasi-steady length L: 1144 nm
c_b/c0 at L: leakage-only 0.3091, quasi-steady 0.3679
depth at c_b=0.1 c0: 2126 nm = 21256 angstrom
same depth, quasi-steady: 2635 nm
depth change using arithmetic mean: -2.80 %
depth change using geometric mean: 3.26 %
depth ratio after 16 times the time: 2.0064
one grain closed, true/mean depth: 1.1870
SIZE OF EFFECTS, change of the 0.1 c0 depth
slab storage dropped: 0.43 %
depth diffusion, grain 2 fast along y: 0.03 %
depth diffusion, both slow along y: 0.01 %
grain width 1000 nm: 0.00 %
grain width 100 nm: 0.86 %
rough energies, grain, boundary: 1.0, 0.6 eV
10 K colder: -5.01 %; hotter: 4.88 %
grain diffusion lengths sqrt(D t): 32.9, 15.9 nm
time to equalize across slab, w^2/D_b: 1.25e-05 s
migration speed that matters, sqrt(D_eff/t): 0.0068 nm/s
```
